# Apparent Weight and the Inverse Diameter Signal in Czochralski Growth

A model crystal of radius 25 mm is pulled from its melt at 10 mm/h and begins to widen. Six minutes later its radius has grown by 0.025 mm, yet the weighing cell from which it hangs reads 0.013 g less than it would for a crystal of constant radius. After twenty minutes the reading is 0.44 g too high, as one would expect of a wider crystal. The early reading has the wrong sign because the cell does not weigh the crystal alone.

Let the crystal have mass $M$, radius $R$ at its lower end and density $\rho_s$. The melt has density $\rho_l$ and surface tension $\gamma$. The freezing interface is taken as flat and lies at height $h$ above the distant, level melt surface. Between interface and level stands the meniscus, a column of raised melt. At the triple line, where solid, melt and gas meet, the melt surface followed downward leans outward from the vertical by an angle $\alpha$. The arrangement is axially symmetric, the crucible is wide, and motion is slow enough for the meniscus to be in static equilibrium. Buoyancy in the gas and viscous forces are neglected.

Two forces act on the crystal besides its weight. The melt pressure just below the interface is lower than the ambient pressure by $\rho_l g h$, which gives a net downward force $\pi R^2\rho_l g h$. The melt surface also pulls on the triple line along its own direction, with a downward component $\gamma\cos\alpha$ per unit length. Divided by $g$, the total force is the apparent mass

$$w = M+\rho_l\pi R^2h+\frac{2\pi R\gamma\cos\alpha}{g}. \tag{1}$$

The last two terms together are the mass of all the melt raised above the level. To see this, let the free surface have height $z(r)$ and let $\chi$ be its slope angle from the horizontal, so that $dz/dr=-\tan\chi$. On a ring of surface between $r$ and $r+dr$, the excess of ambient over melt pressure pushes down with $\rho_l g z\,2\pi r\,dr$. Surface tension pulls the inner edge up with $2\pi r\gamma\sin\chi$ and the outer edge down with the value of the same expression at $r+dr$. Balance requires

$$\rho_l g z\,2\pi r\,dr=-d(2\pi r\gamma\sin\chi). \tag{2}$$

Integrate from $R$ to a large distance, where $r\sin\chi$ vanishes. At the triple line $\chi=\pi/2-\alpha$, hence $\sin\chi=\cos\alpha$, and

$$\rho_l\int_R^\infty 2\pi r z\,dr=\frac{2\pi R\gamma\cos\alpha}{g}. \tag{3}$$

The tension term is thus the mass of the melt raised outside the crystal's radius, and the pressure term is the mass of the column beneath the crystal.

The example takes round model parameters: $\rho_l=6.0$ g/cm³, $\gamma=600$ mN/m, $\rho_s=5.6$ g/cm³ and $\alpha=10^\circ$ in steady growth. A numerical solution of the meniscus gives $h=3.887$ mm. The pressure term is then 45.79 g and the tension term 9.46 g. The volume of the raised melt, found separately by integrating over the profile, corresponds to 55.26 g, equal to their sum within rounding.

The height is not free once $R$ and $\alpha$ are given. With the capillary length $l=\sqrt{\gamma/(\rho_l g)}$, which is 3.193 mm here, equation (2) becomes

$$z=-\frac{l^2}{r}\frac{d(r\sin\chi)}{dr}=-l^2\left(\cos\chi\frac{d\chi}{dr}+\frac{\sin\chi}{r}\right). \tag{4}$$

Multiply by $dz$. In the first term insert $dz=-\tan\chi\,dr$, which turns $-\cos\chi\,(d\chi/dr)\,dz$ into $\sin\chi\,d\chi$. Integration from the level, where $z=\chi=0$, up to the triple line gives

$$\frac{h^2}{2}=l^2(1-\sin\alpha)-l^2\int_0^h\frac{\sin\chi}{r}\,dz. \tag{5}$$

The remaining integral comes from the curvature of the surface around the crystal. It is positive for the meniscus considered here and so lowers $h$. For $R\gg l$ it is small, and

$$h\simeq l\sqrt{2(1-\sin\alpha)},\qquad \frac{\partial h}{\partial\alpha}\simeq-\frac{l^2\cos\alpha}{h}. \tag{6}$$

The second relation follows from differentiating $h^2=2l^2(1-\sin\alpha)$. In the example this wide-crystal limit gives 4.105 mm for the height, about 6% above the numerical value, and $-2.446$ mm/rad for the slope, against $-2.345$ mm/rad numerically. The negative sign is what matters: a lower meniscus leans further outward.

The lean of the melt surface determines how the crystal's radius changes. At the triple line the melt surface and the newly formed side of the crystal enclose the growth angle $\alpha_0$, taken here as a constant of the material. The new side therefore leans outward by $\alpha-\alpha_0$, and a cylinder grows when $\alpha=\alpha_0$. Let $v$ be the pull rate relative to the melt level, held constant. The crystal rises at $v$ while the interface rises at $dh/dt$, so new solid forms at the rate $v-dh/dt$, and

$$\frac{dR}{dt}=\left(v-\frac{dh}{dt}\right)\tan(\alpha-\alpha_0),\qquad
\frac{dM}{dt}=\rho_s\pi R^2\left(v-\frac{dh}{dt}\right). \tag{7}$$

In a furnace the disturbance is usually thermal. If the melt cools, the interface moves down toward it, $h$ falls, $\alpha$ rises above $\alpha_0$ and the crystal widens. Below, the change of $\alpha$ is prescribed and the heat flow that causes it is not calculated.

Consider small deviations $\delta R$, $\delta\alpha$ and $\delta h$ from steady growth, all zero at $t=0$. From here on $R$ and $h$ in coefficients denote the steady values. Since $\tan(\alpha-\alpha_0)$ is itself of first order, its product with $dh/dt$ is of second order, and the first relation in (7) reduces to

$$\frac{d\,\delta R}{dt}=v\,\delta\alpha. \tag{8}$$

Subtracting the steady rate $\rho_s\pi R^2v$ from the second relation and integrating gives

$$\delta M=2\pi\rho_sRv\int_0^t\delta R\,dt'-\rho_s\pi R^2\,\delta h. \tag{9}$$

The last term is present because an interface that moves down leaves additional solid behind it. The other two parts of (1) change by

$$\delta(\rho_l\pi R^2h)=2\pi\rho_lRh\,\delta R+\rho_l\pi R^2\,\delta h, \tag{10}$$

$$\delta\!\left(\frac{2\pi R\gamma\cos\alpha}{g}\right)=\frac{2\pi\gamma\cos\alpha_0}{g}\,\delta R-\frac{2\pi R\gamma\sin\alpha_0}{g}\,\delta\alpha. \tag{11}$$

Add the three and insert $\delta h=(\partial h/\partial R)\,\delta R-|\partial h/\partial\alpha|\,\delta\alpha$. The deviation of the apparent mass from its steady course is

$$\delta w=A\int_0^t\delta R\,dt'+B\,\delta R-K\,\delta\alpha, \tag{12}$$

with

$$A=2\pi\rho_sRv,\qquad B=2\pi\rho_lRh+\frac{2\pi\gamma\cos\alpha_0}{g}+\pi R^2(\rho_l-\rho_s)\frac{\partial h}{\partial R}, \tag{13}$$

$$K=\pi R^2(\rho_l-\rho_s)\left|\frac{\partial h}{\partial\alpha}\right|+\frac{2\pi R\gamma\sin\alpha_0}{g}. \tag{14}$$

The term in $A$ is the accumulated weight of a crystal that has been too wide. The term in $B$ is mainly the larger meniscus under a wider crystal. Both have the expected sign in the example. The term in $K$ follows the angle without delay, before the radius has had time to change.

If $K$ is positive, widening begins with a loss of apparent weight, and (14) shows two causes. When the interface moves down, a layer of raised melt is replaced by solid. If the melt is the denser phase, the layer becomes lighter. In addition, when the surface already leans outward by a positive $\alpha_0$, leaning further reduces the vertical part of its pull. Silicon and germanium have both properties: they expand on freezing, and their growth angles are positive, roughly ten degrees.

In the example the first part of $K$ is $\pi(2.5\ \text{cm})^2\times0.4\ \text{g/cm}^3\times0.2345\ \text{cm/rad}=1.84$ g/rad and the second is 1.67 g/rad, together 3.51 g/rad. Each cause suffices alone. This was tested by simulating growth from (7) with the numerical meniscus, adding thin slices of solid and weighing the solid plus the raised melt, without use of (12). A nearly instantaneous tilt of 0.05° gave $-3.51$ g/rad with both causes present. It gave $-1.67$ g/rad with equal densities and $\alpha_0=10^\circ$, and $-1.71$ g/rad with the lighter solid and $\alpha_0=0$. The last figure is smaller in size than 1.84 because the slope of $h$ depends on the angle. In the wide limit, (6) gives $|\partial h/\partial\alpha|=l\sqrt{(1+\sin\alpha)/2}$, which is smaller at $0^\circ$ than at $10^\circ$.

A solid denser than its melt makes the first part of $K$ negative, but a positive growth angle can outweigh it. Setting $K=0$ gives the threshold density of the solid,

$$\rho_s^*=\rho_l+\frac{2\gamma\sin\alpha_0}{gR\,|\partial h/\partial\alpha|}. \tag{15}$$

With $\gamma/g=\rho_l l^2$ and the wide-crystal slope from (6), this becomes

$$\frac{\rho_s^*}{\rho_l}\simeq1+\frac{2h}{R}\tan\alpha_0. \tag{16}$$

For the example's melt, radius and growth angle, (15) gives 6.36 g/cm³ and (16) gives 6.35 g/cm³. A solid up to about 6% denser than the melt would still give an inverse signal. In the simulation the sign of the sudden response did change between densities 1% below and 1% above the value from (15). The margin shrinks roughly as $1/R$, so for wide crystals the sign of the density difference decides unless that difference is very small.

The inversion does not depend on the tilt being sudden. Let the angle start as $\delta\alpha=ct^n$ with $c>0$ and $n\ge0$. Integrating (8) once and then again, and inserting the results in (12), gives

$$\delta w=-ct^n\left[K-\frac{Bvt}{n+1}-\frac{Avt^2}{(n+1)(n+2)}\right]. \tag{17}$$

At sufficiently short times the bracket is positive whenever $K>0$. Its second term equals $K$ at the time $(n+1)K/(Bv)$, and the third term brings the change of sign somewhat earlier. Here $B=4.05$ g/mm, so $K/(Bv)=3.51/(4.05\times10)$ h, or about 5 min. This is the time for a sudden tilt, $n=0$; for a tilt that rises linearly, $n=1$, it is about 10 min.

For the transient described at the beginning, the angle rises by a total of $\Delta=2^\circ$ according to

$$\delta\alpha=\Delta\left(1-e^{-t/\tau}\right),\qquad\tau=2\ \text{min}. \tag{18}$$

The initial slope of the signal is $-K\Delta/\tau$. With $\Delta=0.0349$ rad and $\tau=1/30$ h this is $-3.7$ g/h, about 3% of the steady weight rate of 110 g/h. At 2 min the three terms of (12) are $+0.0005$ g from $A$, $+0.0173$ g from $B$ and $-0.0775$ g from $K$. Their sum is $-0.0597$ g, and the simulation gives $-0.0599$ g. The simulated signal is lowest at 2.5 min, with $-0.062$ g, and returns to zero at 6.5 min. By then the radius is already 0.028 mm too large, although the reading is that of a perfect cylinder. Later the terms in $A$ and $B$ keep growing while the term in $K$ levels off, and the crystal reads too heavy. At 20 min (12) gives about $+0.42$ g from $B$, $+0.14$ g from $A$ and $-0.12$ g from $K$, so most of the excess is still the larger meniscus.

Over the twenty minutes, (12) departs from the simulation by at most 0.0037 g, less than 1% of the final signal. Doubling the tilt from 1° to 2° multiplies this largest departure by 3.9, close to the factor of four expected of neglected second-order terms.

For comparison, give the solid a density of 6.4 g/cm³ and a growth angle of zero, keeping the melt, radius, pull rate and tilt history unchanged. Then $K$ is negative, and the simulated signal is positive from the start: $+0.057$ g at 2 min and $+0.68$ g at 20 min.

The inverse signal matters for automatic control. Suppose a controller takes the initial loss of weight as a sign of narrowing and cools the melt to widen the crystal. Cooling lowers $h$ and raises $\alpha$, so for the next few minutes the reading falls further while the crystal widens faster. The difficulty remains if one tries to calculate the radius from the rate of weight gain. Differentiating (12) and using $d\,\delta\alpha/dt=(1/v)\,d^2\delta R/dt^2$ from (8),

$$\frac{d\,\delta w}{dt}=A\,\delta R+B\frac{d\,\delta R}{dt}-\frac{K}{v}\frac{d^2\delta R}{dt^2}. \tag{19}$$

A radius error proportional to $e^{st}$ leaves no trace in this rate if $A+Bs-(K/v)s^2=0$. For $K>0$ the product of the two roots is $-Av/K$, which is negative, so one root is positive:

$$s^*=\frac{v}{2K}\left(B+\sqrt{B^2+\frac{4AK}{v}}\right). \tag{20}$$

With $A=8.80$ g/(mm h) and $K/v=0.351$ g h/mm, the square root is $\sqrt{16.39+12.35}=5.36$ g/mm, and $s^*=(4.05+5.36)/0.702=13.4$ per hour. The invisible error grows by a factor $e$ every 4.5 min. A small error in the starting values of such a calculation will in general contain a part that grows at the same rate, so direct inversion of (19) is unstable. If $K<0$ and $B>0$, all three coefficients of the quadratic are positive, both roots have negative real parts, and the difficulty is absent.

The growing mode was also simulated, from an initial tilt of 0.02° and the matching radius error $v\,\delta\alpha/s^*$. Over a time $2/s^*$ the radius error grew by a factor of 7.42, where the linear law gives $e^2=7.39$. The deviation of the apparent mass from its steady course, which starts at a small constant value set by the initial errors, changed by less than 0.1% of the change in $K\,\delta\alpha$ over the same interval. The changes in the other two terms had cancelled that change almost completely.

Set beside real growth, the melt in the example is about 7% denser than the solid, while for silicon the difference is roughly 10%. Production crystals of silicon are much wider, with radii of 100 mm and more. If $h$ and its slope are held at the example's values and $R$ is raised to 100 mm, the density part of $K$ grows sixteenfold and the tension part fourfold. Then $K$ is about 36 g/rad, and the share due to tension falls from nearly one half to less than one fifth. These two figures belong to the model melt. Silicon has its own densities, surface tension and a longer capillary length, and its values must be computed from (14) with those. Compound semiconductors such as gallium arsenide are often grown under a liquid encapsulant, whose buoyancy and interfacial tension change the coefficients and must be added to (1).

A crucible of finite width also breaks the assumption of a fixed pull rate relative to the level, unless it is moved so as to hold the level in place. Let the crucible be stationary with radius $R_c$, and let the laboratory pull rate be constant. The total mass of crystal and melt is conserved, and $w$ is the mass of crystal plus raised melt. A deviation $\delta w$ therefore shifts the level by $\delta H=-\delta w/(\rho_l\pi R_c^2)$. This shift moves the interface with it and adds $-\rho_s\pi R^2\delta H$ to the crystal's mass. If $\delta w_0$ denotes the right side of (12), with $v$ the steady rate relative to the level, then

$$\delta w=\delta w_0+\frac{\rho_sR^2}{\rho_lR_c^2}\,\delta w
\quad\Longrightarrow\quad
\delta w=\frac{\delta w_0}{1-\rho_sR^2/(\rho_lR_c^2)}. \tag{21}$$

For $R_c=3R$ the denominator is $1-0.933/9=0.896$. The lowest signal deepens from $-0.062$ g to about $-0.069$ g, while in this linear approximation its sign and the time of its return to zero are unchanged.

A curved interface adds one more contribution. If it bulges up into the crystal by a volume $V_i$ above the plane of the triple line, the raised melt gains $\rho_lV_i$ and the crystal lacks $\rho_sV_i$. A change of shape then adds $(\rho_l-\rho_s)\,\delta V_i$ to $\delta w$. Cooling that also alters the interface shape can therefore strengthen or weaken the inverse signal. To predict its size one must also know the change of $V_i$, which depends on the heat flow and is not calculated here. The remaining values of the example are in the numerical output.

## Computed results

```
melt density 6.0 g/cm3; surface tension 600 mN/m
radius 25 mm; pull rate 10 mm/h
inverting: solid 5.6 g/cm3, angle 10 deg
normal: solid 6.4 g/cm3, angle 0 deg
tilt 2 deg; time constant 2 min
INVERTING CASE, STEADY STATE
capillary length 3.193 mm
meniscus height: numerical 3.887 mm, wide limit 4.105 mm
dh/dalpha: numerical -2.345, wide limit -2.446 mm/rad
dh/dR 0.0082 (no unit)
pressure part of apparent mass 45.79 g
tension part 9.46 g
raised melt by volume 55.26 g
steady weight rate 110.0 g/h
LINEAR COEFFICIENTS
A 8.796 g/(mm h); B 4.049 g/mm
K 3.510 g/rad = density 1.842 + tension 1.669
SIMULATED SUDDEN RESPONSE PER RADIAN
both causes: -3.511 g/rad
denser melt only: -1.708 g/rad
growth angle only: -1.669 g/rad
normal case: +1.708 g/rad
threshold solid density 6.362 g/cm3
threshold in wide limit 6.347 g/cm3
GRADUAL TILT: time, radius change, signal inverting, signal normal
 1 min 0.0015 mm -0.0432 g +0.0291 g
 2 min 0.0049 mm -0.0599 g +0.0572 g
 4 min 0.0143 mm -0.0502 g +0.1133 g
 6 min 0.0252 mm -0.0127 g +0.1713 g
 8 min 0.0365 mm +0.0372 g +0.2325 g
12 min 0.0596 mm +0.1553 g +0.3661 g
20 min 0.1062 mm +0.4376 g +0.6800 g
linear terms at 2 min: A +0.0005 g, B +0.0173 g, K -0.0775 g
linear sum at 2 min -0.0597 g
initial false rate -3.68 g/h
lowest signal -0.0617 g at 2.50 min
return to zero: simulated 6.54, linear 6.49 min
radius error at return 0.0282 mm
largest linearization error 0.0037 g
error ratio for doubled tilt 3.91
invisible mode: rate 13.40 1/h, e-fold 4.48 min
its radius error grew by factor 7.42
its signal / size of K term 0.0007
```
